# Cutoff ellipsoid and restart energy after a 5 percent tetragonal strain

## The question

A plane-wave calculation is set up in a simple cubic cell of edge $a=10$ bohr and volume $\Omega=a^3$. At each k point the basis holds all waves $\mathbf q=\mathbf k+\mathbf G$ with

$$\tfrac12|\mathbf q|^2\le E_c,\qquad E_c=10\ \text{hartree}.$$

Hartree atomic units are used, so $\tfrac12|\mathbf q|^2$ is a kinetic energy. The cell is then stretched by $F=\mathrm{diag}(\lambda_a,\lambda_a,\lambda_c)$ with $\lambda_c=1.05$. The Miller indices of the basis and the fractional coordinates of the k points are kept. Two strains are considered:

- **Case A:** $\lambda_a=1$, so that $c$ grows and $a$ stays fixed.
- **Case B:** $\lambda_a=\lambda_c^{-1/2}=0.9759$, so that $c$ grows at constant volume.

Each cell contains one rigid Gaussian well, $-V_0e^{-r^2/2s^2}$, with $V_0=3$ hartree and $s=1$ bohr. One spin-polarised electron per cell fills the lowest band. There is no electron-electron interaction, and the energy per cell is the band energy averaged over a shifted $4\times4\times4$ k mesh. These are model parameters and describe no material.

The restart energy is the change on replacing the old Miller set by a fresh sphere of cutoff $E_c$ in the same strained cell:

$$\Delta E=E_{\rm sphere}(E_c)-E_{\rm set}.$$

## Part (a): the effective cutoffs

*Find the region that the old set fills in the strained reciprocal space, and its cutoff as a function of the angle $\theta$ from the $c$ axis. Evaluate it at $0$, $45$ and $90$ degrees.*

**Answer.** A lattice vector changes as $\mathbf R'=F\mathbf R$. With fixed Miller indices and fractional k, the phase $\mathbf q\cdot\mathbf R$ is unchanged for every lattice vector:

$$\mathbf q'\cdot F\mathbf R=\mathbf q\cdot\mathbf R\quad\Rightarrow\quad F^{T}\mathbf q'=\mathbf q .$$

A stretched axis therefore has shortened wave vectors. The set was selected by the old vectors, so its boundary is $\tfrac12|F^T\mathbf q'|^2=E_c$. Write $\mathbf q'=q'\mathbf n$, with $\mathbf n$ a unit vector at angle $\theta$ from $c$. Since $F$ is diagonal,

$$|F^T\mathbf n|^2=\lambda_a^2\sin^2\theta+\lambda_c^2\cos^2\theta .$$

The boundary condition becomes $\tfrac12q'^2\,|F^T\mathbf n|^2=E_c$. The kinetic energy on the boundary is the effective cutoff:

$$E_{\rm eff}(\theta)=\frac{E_c}{\lambda_a^2\sin^2\theta+\lambda_c^2\cos^2\theta}.$$

The region is an ellipsoid, flattened along $c$. For $\lambda_a=\lambda_c=\lambda$ it is a sphere of cutoff $E_c/\lambda^2$.

With $\lambda_c^2=1.1025$, and $\lambda_a^2=1$ or $0.9524$, the values in hartree are:

| Angle | Case A | Case B |
|---|---|---|
| 0° | 10/1.1025 = 9.07 | 10/1.1025 = 9.07 |
| 45° | 10/1.0513 = 9.51 | 10/1.0274 = 9.73 |
| 90° | 10/1 = 10.00 | 10/0.9524 = 10.50 |

A 5 percent stretch thus costs 9.3 percent of the cutoff along $c$, because energy goes as the square of the wave vector.

The numerical check reads the same cutoffs off an explicit list of strained vectors, as the largest kinetic energy within 5 degrees of each direction. At 45 degrees this reading lies slightly above the formula, because the window reaches to 50 degrees, where the cutoff is higher.

## Part (b): what the variational principle fixes

*Does the variational principle determine the sign of $\Delta E$ in each case? How does the number of plane waves change on restarting?*

**Answer.** In case A the denominator of $E_{\rm eff}$ is at least 1, so $E_{\rm eff}(\theta)\le E_c$ in every direction. The fresh sphere contains the whole old set. Enlarging a basis cannot raise the lowest eigenvalue, and this holds at each k point, so $\Delta E\le0$. For a compression along $c$ the inclusion is reversed, and restarting cannot lower the energy.

In case B the ellipsoid lies inside the sphere near $c$ and outside it near the basal plane. Neither set contains the other, so the variational principle alone gives no sign.

On a dense k mesh, the number of waves per k point is the volume of the region times $\Omega'/(2\pi)^3$, where $\Omega'=\Omega\det F$. The old set keeps its number of waves. The fresh sphere has the original reciprocal volume but a density of points larger by $\det F$, so

$$\frac{N_{\rm sphere}}{N_{\rm set}}=\det F=\lambda_a^2\lambda_c .$$

This is 1.05 in case A and 1 in case B. The computed mean numbers rise from 1505 to 1585 in case A, a ratio of 1.053, and from 1505 to 1512 in case B. The small excesses arise because a finite mesh fills a sphere with whole points.

## Part (c): the restart energy in terms of the cutoffs

*Assume a small truncation error, an isotropic high-$q$ tail and a dense k mesh. Express $E_{\rm set}$ through the energies of spheres. Deduce $\Delta E$ to first order in the strain $\varepsilon=F-1$, and find the sign expected in case B.*

**Answer.** Let $\psi$ be the state of energy $E$ in the truncated basis. Kinetic energy is diagonal in plane waves, so a missing wave couples to $\psi$ through the potential alone. If the coupling between different missing waves is neglected, second-order perturbation theory says that including the wave $\mathbf q$ lowers the energy by

$$\frac{|\langle\mathbf q|V|\psi\rangle|^2}{\tfrac12q^2+\bar V-E},$$

where $\bar V$ is the cell average of the potential. To leading order $\psi$ may be taken as the same for all nearby basis sets. The truncation error is then a sum over missing waves. On a dense mesh it is an integral of a positive density $w$ over the region outside the basis.

For a spherical well that hardly feels its neighbours, $w$ depends on $q=|\mathbf q|$ alone. It is also practically independent of the cell: the squared matrix element scales as $1/\Omega'$ and the density of points as $\Omega'$, while $\bar V\approx-0.05$ hartree is negligible beside $\tfrac12q^2-E\approx11$ hartree.

A sphere of cutoff $E'$ has the error

$$R(E')=4\pi\int_{\sqrt{2E'}}^{\infty}w(q)\,q^2\,dq .$$

For the ellipsoid the lower limit depends on direction:

$$R_{\rm set}=\int d\Omega_{\mathbf n}\int_{\sqrt{2E_{\rm eff}(\theta)}}^{\infty}w(q)\,q^2\,dq=\int\frac{d\Omega_{\mathbf n}}{4\pi}\,R\big(E_{\rm eff}(\theta)\big).$$

Nothing depends on the azimuth or on the sign of $\mu=\cos\theta$. Adding the converged energy to both sides gives

$$E_{\rm set}\approx\int_0^1d\mu\;E_{\rm sphere}\big(E_{\rm eff}(\mu)\big).$$

Each direction contributes the error of a sphere with its own cutoff.

For small strain, $|F^T\mathbf n|^2\approx1+2\,\mathbf n\cdot\varepsilon\mathbf n$, so $\delta E_{\rm eff}\approx-2E_c\,\mathbf n\cdot\varepsilon\mathbf n$. The angular mean of $n_in_j$ is $\delta_{ij}/3$, and therefore

$$E_{\rm set}-E_{\rm sphere}\approx-\tfrac23\,\mathrm{tr}\,\varepsilon\;E_c\frac{dE}{dE_c},\qquad
\Delta E\approx\tfrac23\,\mathrm{tr}\,\varepsilon\;E_c\frac{dE}{dE_c}.$$

Since $dE/dE_c<0$, restarting after an expansion lowers the energy.

This first-order result does not need the neglect of coupling between missing waves. In an isotropic problem, the linear response to a small change of cutoff $\delta E_{\rm eff}(\mathbf n)$ must weight all directions equally. It is thus the mean change times $dE/dE_c$. The coupling matters from second order on.

In case B, $\mathrm{tr}\,\varepsilon$ vanishes to first order. Let $S$ be the sphere and $L$ the ellipsoid, which have equal volumes, and let $w$ decrease with $q$. In the part of $S$ outside $L$, $w$ is at least its value $w_c$ on the surface of the sphere. In the part of $L$ outside $S$, it is at most $w_c$. These two parts have equal volumes, so

$$R_{\rm set}-R(E_c)=\int_{S\setminus L}w\,d^3q-\int_{L\setminus S}w\,d^3q\;\ge\;w_c\big(|S\setminus L|-|L\setminus S|\big)=0 .$$

Restarting should therefore lower the energy in case B too, but by an amount of second order in the strain. This sign rests on the stated assumptions, whereas the sign in case A is variational.

## Part (d): an estimate from the cubic cell

*In the cubic cell the truncation error at $E_c$ is $R_0=0.227$ mhartree. The errors at $0.9E_c$ and $1.1E_c$, joined by an exponential, give $dE/dE_c=-0.1726$ mhartree per hartree. Estimate $\Delta E$ to first order in case A, and to second order in both cases.*

**Answer.** In case A, $\mathrm{tr}\,\varepsilon=0.05$, and to first order

$$\Delta E\approx\tfrac23(0.05)(10)(-0.1726)=-0.058\ \text{mhartree}.$$

For the second order, take $R(E')=R_0e^{-\kappa(E'-E_c)}$ near $E_c$. Its slope at $E_c$ is $-\kappa R_0$, so the dimensionless decay constant is

$$x=\kappa E_c=\frac{0.1726\times10}{0.227}=7.60 .$$

Define $u(\mu)=\lambda_a^2(1-\mu^2)+\lambda_c^2\mu^2-1$, so that $E_{\rm eff}=E_c/(1+u)$. Then

$$\kappa(E_c-E_{\rm eff})=x\,\frac{u}{1+u}=x(u-u^2+\dots),$$

$$\frac{R(E_{\rm eff})}{R_0}=e^{x(u-u^2+\dots)}=1+xu+\Big(\frac{x^2}{2}-x\Big)u^2+\dots$$

Averaging over $\mu$ from 0 to 1 and subtracting from $R_0$ gives

$$\Delta E\approx-R_0\Big[x\langle u\rangle+\Big(\frac{x^2}{2}-x\Big)\langle u^2\rangle\Big],\qquad \frac{x^2}{2}-x=21.3 .$$

The averages use $\langle\mu^2\rangle=1/3$ and $\langle\mu^4\rangle=1/5$.

**Case A.** Here $u=0.1025\,\mu^2$, so $\langle u\rangle=0.0342$ and $\langle u^2\rangle=0.00210$:

$$\Delta E\approx-0.227\,(0.260+0.045)=-0.069\ \text{mhartree}.$$

**Case B.** Here $u=-0.0476+0.1501\,\mu^2$. The two terms of $\langle u\rangle$ nearly cancel:

$$\langle u\rangle=-0.0476+0.0500=0.0024,$$

$$\langle u^2\rangle=0.00227-0.00477+0.00451=0.00201,$$

$$\Delta E\approx-0.227\,(0.018+0.043)=-0.014\ \text{mhartree}.$$

The linear estimate is too small in case A mainly because the error curve is convex: directions that lose cutoff cost more than the slope at $E_c$ suggests. The strain is small, but $xu$ reaches 0.78 along $c$.

## Part (e): the computed restart energy

*Diagonalization gives the following energies in hartree. The high cutoff is 25 hartree. In the cubic cell the energy is $-0.905183$ at $E_c$ and $-0.905410$ at the high cutoff. Find $\Delta E$, compare it with part (d), and decide how much of the energy change caused by the strain is physical.*

| Case | Fixed set | Fresh sphere | High cutoff |
|---|---|---|---|
| A | −0.905112 | −0.905186 | −0.905410 |
| B | −0.905168 | −0.905188 | −0.905410 |

**Answer.** Subtracting the first column from the second gives

$$\text{A: }\Delta E=-0.074\ \text{mhartree}=-2.0\ \text{meV},$$

$$\text{B: }\Delta E=-0.020\ \text{mhartree}=-0.54\ \text{meV}.$$

Both signs agree with parts (b) and (c), and the constant-volume strain gives much the smaller change. The second-order estimates were $-0.069$ and $-0.014$ mhartree. Using computed sphere energies in the angular average, in place of the exponential, gives $-0.070$ and $-0.015$ mhartree. The numerical check requires these averages to match the direct values within 5 percent of the fresh sphere's truncation error.

The remaining differences are 0.004 to 0.005 mhartree. On a dense mesh the fresh sphere would have the same error in all three cells. The computed errors are 0.227, 0.224 and 0.222 mhartree, so the discreteness of the mesh alone produces a scatter of up to 0.005 mhartree. This scatter accounts for nearly all of the difference. In the dense-mesh limit, which is the isolated well with a sharp ellipsoidal or spherical cutoff in momentum space, $\Delta E$ is $-0.0696$ and $-0.0147$ mhartree, and the angular averages are $-0.0695$ and $-0.0145$ mhartree. The angular average of computed sphere energies is thus in error by only 0.0001 to 0.0002 mhartree. The terms neglected in part (c) are larger than this: in the same limit the second-order formula gives a truncation error of 0.204 mhartree at $E_c$, against an exact 0.224. Computed sphere energies already contain these terms for a spherical region, and only their dependence on the shape of the region is left out of the average. In case B about a quarter of the $-0.020$ mhartree found on the $4\times4\times4$ mesh is mesh scatter.

Now compare each strained cell with the cubic one. In case A the energy at fixed Miller set rises by

$$-0.905112-(-0.905183)=0.071\times10^{-3}\ \text{hartree},$$

whereas the high-cutoff energy does not change at the digits given. The wells are rigid and far apart, so moving them costs almost nothing. Practically the whole rise is an artefact of the shrinking cutoff. With a fresh sphere the change is $-0.003$ mhartree, which is within the mesh scatter. The fresh sphere still has a truncation error of 0.224 mhartree; what improves is its cancellation between the two cells.

In case B the fixed-set rise is 0.015 mhartree, again with no visible change at high cutoff. Constant volume weakens the artefact but does not remove it. An elastic constant is a second derivative of the energy, so this second-order error enters it directly.

## Part (f): the Pulay pressure

*Show that the analytic stress belongs to the fixed Miller set, and find the resulting error of the pressure in the cubic cell.*

**Answer.** Plane waves normalised in the cell and labelled by Miller indices stay orthonormal under strain. At fixed set the Hamiltonian is a matrix $H(\varepsilon)$ of constant size, with $Hc=Ec$ and $c^\dagger c=1$. Differentiating $E=c^\dagger Hc$ gives

$$\frac{dE}{d\varepsilon}=c^\dagger\frac{dH}{d\varepsilon}c+E\,\frac{d(c^\dagger c)}{d\varepsilon}=c^\dagger\frac{dH}{d\varepsilon}c .$$

The expectation value of $dH/d\varepsilon$, which is the analytic stress times the volume, is therefore the slope of the fixed-set energy.

With $P=-dE/d\Omega$ and $d\Omega=\Omega\,\mathrm{tr}\,\varepsilon$, the first-order result of part (c) gives

$$P_{\rm set}-P_{\rm sphere}=\frac{2}{3}\,\frac{E_c}{\Omega}\,\frac{dE}{dE_c}
=\frac23\cdot\frac{10}{1000}\,(-1.726\times10^{-4})=-1.15\times10^{-6}\ \text{hartree/bohr}^3,$$

or $-0.034$ GPa. The apparent pressure is too low. A cell relaxed until the apparent pressure vanishes still has a positive pressure at constant cutoff, so it is too small. The error disappears as $E_c\,dE/dE_c\to0$.

## Part (g): choosing the starting cutoff

*What starting cutoff guarantees that the strained set of case A still contains the sphere of cutoff $E_c$? What does this cure?*

**Answer.** A starting cutoff $E_s$ becomes $E_s/\lambda_c^2$ along $c$, the lowest value in any direction. Requiring this to be at least $E_c$ gives

$$E_s\ge\lambda_c^2E_c=1.1025\times10=11.03\ \text{hartree}.$$

The basis then has 1751 waves on average instead of 1505. The energy in the strained cell is $-0.905273$ hartree, below the $-0.905186$ hartree of the fresh sphere, as the inclusion of one set in the other requires.

This secures a minimum quality of the basis throughout the deformation. It does not remove the Pulay stress, because the set is still fixed and its cutoff still falls along $c$. Energies of different cells should be compared after a restart at a common cutoff, with a k mesh dense enough to make the scatter seen in part (e) small against the energy difference sought.

## Calculated quantities

```
INPUT
well depth V0 = 3.0 hartree, width s = 1.0 bohr
cubic cell edge a = 10.0 bohr, cutoff Ec = 10.0 hartree
high cutoff used as converged = 25.0 hartree
UNSTRAINED CELL
mean number of plane waves = 1505.4
energy at Ec = -0.905183 hartree
energy at high cutoff = -0.905410 hartree
isolated well, radial grid = -0.905415 hartree
truncation error at Ec = 0.2271 mhartree
CASE A: c stretched, a fixed
stretch factors: a 1.00000, c 1.05000
Eeff at 0 deg: formula 9.0703, from vector list 9.0659 hartree
Eeff at 45 deg: formula 9.5125, from vector list 9.5701 hartree
Eeff at 90 deg: formula 10.0000, from vector list 9.9943 hartree
plane waves: fixed set 1505.4, fresh sphere 1585.1
energy, fixed set = -0.905112 hartree
energy, fresh sphere = -0.905186 hartree
energy, high cutoff = -0.905410 hartree
error of fixed set = 0.2978 mhartree
error of fresh sphere = 0.2240 mhartree
strain energy, fixed set = 0.0706 mhartree
strain energy, fixed Ec = -0.0031 mhartree
strain energy, high cutoff = 0.0000 mhartree
restart change, direct = -0.0738 mhartree
restart change, direct = -2.008 meV
restart change, angular average = -0.0696 mhartree
CASE B: c stretched, volume fixed
stretch factors: a 0.97590, c 1.05000
Eeff at 0 deg: formula 9.0703, from vector list 9.0665 hartree
Eeff at 45 deg: formula 9.7329, from vector list 9.8443 hartree
Eeff at 90 deg: formula 10.5000, from vector list 10.4932 hartree
plane waves: fixed set 1505.4, fresh sphere 1511.8
energy, fixed set = -0.905168 hartree
energy, fresh sphere = -0.905188 hartree
energy, high cutoff = -0.905410 hartree
error of fixed set = 0.2422 mhartree
error of fresh sphere = 0.2224 mhartree
strain energy, fixed set = 0.0150 mhartree
strain energy, fixed Ec = -0.0047 mhartree
strain energy, high cutoff = -0.0000 mhartree
restart change, direct = -0.0198 mhartree
restart change, direct = -0.538 meV
restart change, angular average = -0.0153 mhartree
PULAY ESTIMATE AND REMEDY, CASE A
dE/dEc in the cubic cell = -0.17263 mhartree per hartree
restart change, linear estimate = -0.0575 mhartree
linear estimate / direct = 0.780
Pulay pressure = -0.03386 GPa
raised starting cutoff = 11.0250 hartree
plane waves in raised set = 1750.8
energy, raised fixed set = -0.905273 hartree
```
